# Unswitched fraction of a finite ferroelectric segment with Poisson seeds, part 1

(Sections cited here and not found follow in the second part.)

## 1. The mean unswitched fraction

### What the answer can depend on

A ferroelectric segment of length $L$ is exposed to a reversing field at time $t=0$. It then contains small seeds of the new polarization, scattered at random with mean density $n$ per unit length. Every seed sends out one domain wall to the left and one to the right, each with speed $v$. The quantity sought is $U(t)$, the mean fraction of the length that still has the old polarization.

Four quantities enter: $n$ (inverse length), $L$ (length), $v$ (length per time) and $t$. Two units, length and time, are involved, so a dimensionless answer depends on two dimensionless combinations. Speed and time occur through their product, because a given seed pattern and a given wall travel

$$r=vt$$

fix the domain pattern completely. Hence

$$U=F(N,\rho),\qquad N=nL,\qquad \rho=\frac{r}{L}. \tag{1}$$

$N$ is the mean number of seeds in a segment, and $\rho$ is the wall travel in units of the segment length. Reflection about the middle, $x\to L-x$, leaves the seed statistics and the wall motion unchanged. The two ends therefore contribute equally, and each end contribution below appears with a factor of two.

On an infinite line $L$ drops out, and the one remaining combination is $nr$. A finite segment brings in a second combination, which is why its switching curve cannot be a function of $nvt$ alone.

### Assumptions

The model has the following content.

1. The seeds are points, all present at $t=0$. Their positions form a Poisson process: the numbers of seeds in non-overlapping intervals are independent, and a short interval $dx$ holds a seed with probability $n\,dx$.
2. The wall speed is the same for all walls and constant in time.
3. Two walls that meet disappear, leaving one larger domain. A wall that reaches an end of the segment also disappears.
4. The ends are passive. No wall enters from outside, and the ends carry no extra seeds.
5. No seeds form after $t=0$.

The result is exact for this model in the sense of a mean over many segments with independent seed patterns. A single segment has its own random curve, whose scatter is treated in the second half.

### When a point is still unswitched

Take a point $x$ in the segment, and let $d$ be its distance to the nearest seed. The claim is that $x$ switches at time $d/v$.

It cannot switch earlier, because a wall starts at a seed and travels at speed $v$. It remains to show that the wall sent towards $x$ by the nearest seed is not stopped on the way. No other seed lies between this seed and $x$. The wall could therefore be stopped before $x$ by nothing but a wall coming from the far side of $x$. That second wall would have passed $x$ earlier, so it would have started at a seed closer than $d$. This contradicts the choice of $d$. Two seeds at equal distance on opposite sides would reach $x$ together, which has probability zero and changes nothing.

So $x$ is unswitched at time $t$ if and only if no seed lies within the distance $r$ of it. The merging of domains needs no separate correction. Seeds exist in $[0,L]$ and nowhere else, so the interval that has to be empty is

$$I_x=[\max(x-r,0),\ \min(x+r,L)],$$

and its length, called the exposed length, is

$$\ell(x,r)=\min(x+r,L)-\max(x-r,0). \tag{2}$$

### Probability of an empty interval

Divide an interval of length $\ell$ into $m$ equal pieces. For large $m$ each piece is free of seeds with probability $1-n\ell/m$, up to terms that vanish faster than $1/m$. The pieces are independent, so the whole interval is empty with probability

$$\lim_{m\to\infty}\left(1-\frac{n\ell}{m}\right)^m=e^{-n\ell}.$$

The local unswitched probability is therefore

$$P(x,t)=e^{-n\ell(x,vt)}. \tag{3}$$

### Why points near an end switch more slowly

For a point in the left half, $x\le L/2$, equation (2) gives three stages:

$$\ell(x,r)=\begin{cases}2r, & r\le x,\\ x+r, & x\le r\le L-x,\\ L, & r\ge L-x.\end{cases} \tag{4}$$

In the first stage a seed on either side can reach the point. In the second stage the left part of the segment has been used up, and new arrivals can come from the right alone. In the third stage every seed of the segment would have arrived, so a point that is still unswitched lies in a segment without seeds.

The switching rate of a point, given that it is still unswitched, is

$$-\frac{1}{P}\frac{\partial P}{\partial t}=n\frac{\partial \ell}{\partial t},$$

because $P=e^{-n\ell}$. By (4) this rate is $2nv$, then $nv$, then zero. At the very end, $x=0$, the first stage is missing: the rate is $nv$ from the start and $P(0,t)=e^{-nvt}$ until $vt=L$. The slowing near the ends thus needs no reduced wall speed. It follows from the absence of seeds beyond the end.

### Average over the segment, early branch

Let $\chi(x,t)$ be one where the segment is unswitched and zero elsewhere. The unswitched fraction of one segment is $u=\frac1L\int_0^L\chi\,dx$. The mean of an integral is the integral of the mean, and the mean of $\chi$ is $P$. Correlations between different points do not enter, and

$$U(t)=\frac1L\int_0^L e^{-n\ell(x,r)}\,dx. \tag{5}$$

Let $r\le L/2$ first. The points with $r\le x\le L-r$ form an interior of length $L-2r$, in which $\ell=2r$. They contribute

$$\frac{L-2r}{L}\,e^{-2nr}.$$

The left end zone $0\le x\le r$ has $\ell=x+r$, and the right end zone contributes the same by reflection. Together they give

$$\frac2L\int_0^r e^{-n(x+r)}dx=\frac2L\,e^{-nr}\,\frac{1-e^{-nr}}{n}=\frac{2}{N}\left(e^{-nr}-e^{-2nr}\right),$$

where $nL=N$ was used in the last step. Hence

$$U=\left(1-\frac{2r}{L}\right)e^{-2nr}+\frac2N\left(e^{-nr}-e^{-2nr}\right),\qquad 0\le r\le\frac L2. \tag{6}$$

### Average over the segment, late branch

For $L/2\le r\le L$ the two end zones, each of width $r$, would overlap, and the division of the segment changes. The points with $L-r\le x\le r$ have the whole segment within reach. Their total length is $2r-L$, and $\ell=L$ there. The points with $0\le x\le L-r$ still have $\ell=x+r$, as do their mirror images. Therefore

$$U=\frac{2r-L}{L}e^{-nL}+\frac2L\int_0^{L-r}e^{-n(x+r)}dx .$$

The integral equals $e^{-nr}\,[1-e^{-n(L-r)}]/n=(e^{-nr}-e^{-nL})/n$, so

$$U=\left(\frac{2r}{L}-1\right)e^{-N}+\frac2N\left(e^{-nr}-e^{-N}\right),\qquad \frac L2\le r\le L. \tag{7}$$

For $r\ge L$ every point has $\ell=L$, and

$$U=e^{-N},\qquad r\ge L. \tag{8}$$

At $r=L/2$ both (6) and (7) give $(2/N)(e^{-N/2}-e^{-N})$. At $r=L$ equation (7) gives $e^{-N}$, in agreement with (8). At $r=0$ equation (6) gives one.

The plateau $e^{-N}$ is the probability that a segment has no seed. In this model such a segment never switches. If the curve for seeded segments alone is wanted, write $U$ as the weighted sum of empty segments, with fraction one, and seeded segments, with mean fraction $U_s$:

$$U=e^{-N}\cdot1+(1-e^{-N})\,U_s
\quad\Rightarrow\quad
U_s=\frac{U-e^{-N}}{1-e^{-N}}. \tag{9}$$

### Size of the end correction

An infinite line has $\ell=2r$ everywhere and $U_\infty=e^{-2nr}$. This is the one-dimensional Kolmogorov–Avrami–Ishibashi law for seeds that are all present at the start. Subtract it from (6), using $2r/L=2nr/N$ and the abbreviation $s=nr$:

$$U-U_\infty=-\frac{2s}{N}e^{-2s}+\frac2N(e^{-s}-e^{-2s})
=\frac2N\,e^{-2s}\left(e^{s}-1-s\right). \tag{10}$$

Since $e^s\ge1+s$, the correction is never negative on this branch. The same sign holds later, because (2) implies $\ell\le2r$ at every point and hence $P\ge e^{-2nr}$.

For small $s$, $e^s-1-s\approx s^2/2$, and the correction starts as

$$U-U_\infty\approx\frac{s^2}{N}=\frac{nr^2}{L}. \tag{11}$$

The quadratic start has a simple origin. The end zones have a width proportional to $r$, and the exposed length missing there is also proportional to $r$. At fixed $r$ the correction vanishes as $1/L$ for a long segment.

The ratio to the infinite line behaves differently. From (10),

$$\frac{U}{U_\infty}=1+\frac2N\left(e^{s}-1-s\right),\qquad r\le\frac L2. \tag{12}$$

The exponential makes the relative correction large in the tail even when $N$ is large. A segment that is long enough for the infinite-line law near half switching may still be too short for it near complete switching.

### Few seeds per segment

For $N\ll1$ expand (5) to first order in $n$: $U\approx1-\frac nL\int_0^L\ell\,dx$. On the early branch the mean exposed length is

$$\frac1L\int_0^L\ell\,dx=\left(1-\frac{2r}{L}\right)2r+\frac2L\int_0^r(x+r)dx
=2r-\frac{4r^2}{L}+\frac{3r^2}{L}=2r-\frac{r^2}{L}.$$

On the late branch it is

$$\frac{2r-L}{L}L+\frac2L\int_0^{L-r}(x+r)dx=2r-L+\frac{(L-r)^2+2r(L-r)}{L}.$$

The numerator of the last fraction is $L^2-r^2$, so the result is again $2r-r^2/L$. Thus

$$U\approx1-N(2\rho-\rho^2),\qquad N\ll1,\ 0\le\rho\le1. \tag{13}$$

In this limit the curve ends at $1-N$: most segments are empty and remain unswitched.

For very small $N$ a computer loses digits in $U$, because the rounding error in the difference of exponentials in (6) is multiplied by $2/N$. The equivalent form

$$\frac2N\left(e^{-s}-e^{-2s}\right)=-\frac2N\,e^{-s}\,\mathrm{expm1}(-s),\qquad \mathrm{expm1}(z)=e^z-1,$$

avoids this when the library function for $e^z-1$ is used. The late branch (7) needs the same care, with $e^{-s}-e^{-N}=-e^{-s}\,\mathrm{expm1}(s-N)$.

### Switching rate and number of moving walls

The switching current is proportional to $-dU/dt=-v\,dU/dr$. Differentiate (6) term by term, with $2/N\cdot n=2/L$:

$$\frac{dU}{dr}=-\frac2Le^{-2nr}-2n\left(1-\frac{2r}{L}\right)e^{-2nr}-\frac2Le^{-nr}+\frac4Le^{-2nr}.$$

The first and last terms combine to $+\frac2Le^{-2nr}$. With the sign reversed,

$$-\frac{dU}{dt}=v\left[2n\left(1-\frac{2r}{L}\right)e^{-2nr}+\frac2L\left(e^{-nr}-e^{-2nr}\right)\right],\quad r\le\frac L2. \tag{14}$$

From (7), $dU/dr=\frac2Le^{-N}-\frac2Le^{-nr}$, so

$$-\frac{dU}{dt}=\frac{2v}{L}\left(e^{-nr}-e^{-N}\right),\qquad \frac L2\le r\le L, \tag{15}$$

and the rate is zero afterwards. Both expressions equal $(2v/L)(e^{-N/2}-e^{-N})$ at $r=L/2$, and (15) vanishes at $r=L$. The mean current is therefore continuous for $t>0$.

There is a direct reading of this rate. Each moving wall removes unswitched length at the rate $v$. If $W$ is the mean number of moving walls per segment, then

$$-\frac{dU}{dt}=\frac vL\,W. \tag{16}$$

At the start $W=2N$, two walls per seed, and (16) gives $2nv$, as does (14). The initial rate is the same as on the infinite line. The ends make themselves felt later, when walls are lost there.

## 2. Gap derivation, scatter and a worked example

### Symbols and results carried over

The segment has length $L$, seed density $n$, mean seed number $N=nL$ and wall speed $v$; the wall travel is $r=vt$ and $\rho=r/L$. A point $x$ is unswitched with probability $e^{-n\ell}$, where $\ell$ is the length of the interval $I_x$ of points in the segment within $r$ of $x$. The mean unswitched fraction is

$$U=\begin{cases}
(1-2\rho)e^{-2N\rho}+\frac2N(e^{-N\rho}-e^{-2N\rho}), & 0\le\rho\le\frac12,\\
(2\rho-1)e^{-N}+\frac2N(e^{-N\rho}-e^{-N}), & \frac12\le\rho\le1,\\
e^{-N}, & \rho\ge1.
\end{cases} \tag{17}$$

The infinite line has $U_\infty=e^{-2nr}$. The initial switching rate is $2nv$ in both cases.

### A second derivation from the gaps between seeds

The first derivation followed a fixed point. The second follows the unswitched stretches. Suppose that a segment has $k\ge1$ seeds. Given their number, Poisson seeds are independent and uniformly distributed. They leave $k-1$ inner gaps, each closed by two walls, and two end gaps, each closed by one. After the travel $r$, an inner gap $g$ has the remaining length $\max(g-2r,0)$, and an end gap has $\max(g-r,0)$.

The first gap exceeds $y$ if all $k$ seeds lie beyond $y$, which has probability $(1-y/L)^k$. All $k+1$ gaps have this same distribution. To see this, place $k+1$ independent uniform points on a circle of circumference $L$ and cut the circle at one of them. The other $k$ points are uniform on the resulting segment, and on the circle no gap is distinguished from another.

For $0\le a\le L$ the mean remaining length is therefore

$$\langle\max(g-a,0)\rangle=\int_a^L\left(1-\frac yL\right)^kdy=\frac{L}{k+1}\left(1-\frac aL\right)^{k+1}. \tag{18}$$

For $a>L$ it is zero. With $z_+=\max(z,0)$, the mean fraction for $k$ seeds is

$$u_k=\frac{(k-1)(1-2\rho)_+^{k+1}+2(1-\rho)_+^{k+1}}{k+1},\qquad u_0=1. \tag{19}$$

The weight of $k$ seeds is $e^{-N}N^k/k!$. Two sums are needed. With $m=k+1$,

$$\sum_{k\ge0}\frac{e^{-N}N^k}{k!}\frac{q^{k+1}}{k+1}=\frac{e^{-N}}{N}\sum_{m\ge1}\frac{(Nq)^m}{m!}=\frac{e^{-N(1-q)}-e^{-N}}{N}, \tag{20}$$

$$\sum_{k\ge0}\frac{e^{-N}N^k}{k!}\,q^{k+1}=q\,e^{-N(1-q)}. \tag{21}$$

For $\rho\le\frac12$ the general expression in (19) gives $-(1-2\rho)+2(1-\rho)=1$ at $k=0$, so the sum may start there. Write $(k-1)/(k+1)=1-2/(k+1)$. The inner gaps, with $q=1-2\rho$, and the end gaps, with $q=1-\rho$, then give

$$U=(1-2\rho)e^{-2N\rho}-\frac2N(e^{-2N\rho}-e^{-N})+\frac2N(e^{-N\rho}-e^{-N}).$$

The terms in $e^{-N}$ cancel, and the first line of (17) remains. For $\frac12\le\rho\le1$ the inner gaps are closed. The end-gap sum is $\frac2N(e^{-N\rho}-e^{-N})$, but its $k=0$ term contains $2(1-\rho)$ in place of one. The difference, $e^{-N}(2\rho-1)$, has to be added, and the second line of (17) follows.

A numerical comparison of (17) with the sum over (19) used $N=0.5$, 4 and 12 and eight values of $\rho$ from 0 to 1.3. The largest difference was $4.4\times10^{-16}$, which is the rounding level of the arithmetic.

The mean unswitched fraction of a finite segment is now known on all branches, and two derivations, one from fixed points and one from the gaps between seeds, agree on it. What remains is the mean switching time, the scatter between segments, and a worked example with the effects left out and the use of the result.
